# Uniqueness of the Classical Nonlinear Poisson Solution from a Convex Functional

## 1. The question

A voltage is applied to the gate of a MOS capacitor. The potential in the semiconductor moves the bands, the bands set the carrier densities, and the carriers are themselves a source of the potential. The resulting Poisson equation is nonlinear, and it is solved by iteration from a guess. Could another guess lead to another, equally valid potential?

For independent carriers in rigid bands, whose density at each point depends only on the potential there, with fixed Fermi levels and a permittivity that does not depend on the field, the answer is no. The reason is a sign: raising the potential attracts electrons and repels holes, so the charge density falls. This makes the solution the minimum of a convex functional.

## 2. Setting and statement

Let $\Omega$ be a connected, bounded region with a regular boundary and permittivity $0<\varepsilon_{\min}\le\varepsilon(x)\le\varepsilon_{\max}$. The equation is

$$-\nabla\cdot(\varepsilon\nabla\phi)=\rho(x,\phi). \tag{1}$$

On a boundary part $\Gamma_D$ of positive area (the contacts) $\phi$ is prescribed. On the rest, $\Gamma_N$, the flux $\varepsilon\,\partial\phi/\partial n=\sigma$ is prescribed, with $n$ the outward normal. The assumptions on the charge are:

- $\rho$ at a point depends on $\phi$ at that point alone, is continuous in $\phi$, and stays bounded when $\phi$ does;
- $\rho(x,\phi)$ never increases with $\phi$.

Temperature and Fermi levels, or quasi-Fermi levels, are given. Define

$$G(x,\phi)=-\int_0^{\phi}\rho(x,s)\,ds,\qquad \frac{\partial G}{\partial\phi}=-\rho, \tag{2}$$

$$F[\phi]=\int_\Omega\Big[\frac{\varepsilon}{2}|\nabla\phi|^2+G(x,\phi)\Big]dV-\int_{\Gamma_N}\sigma\phi\,dA. \tag{3}$$

**Statement.** Among bounded potentials of finite field energy with the prescribed values on $\Gamma_D$, $F$ is strictly convex, and (1) with its boundary conditions has at most one solution. A solution, if there is one, is the unique minimizer of $F$.

## 3. Why carrier statistics are monotone

Let $E$ be a band energy at $\phi=0$. A potential $\phi$ shifts it to $E-q\phi$, with $q>0$ the elementary charge. With $f(z)=1/(1+e^{z/kT})$ and density of states $g_c$, the electron density is

$$n=\int g_c(E)\,f(E-q\phi-E_F)\,dE .$$

Since $f'=-f(1-f)/kT$,

$$\frac{dn}{d\phi}=-q\int g_c f'\,dE=\frac{q}{kT}\int g_c f(1-f)\,dE>0 .$$

Holes are empty valence states, $p=\int g_v(1-f)\,dE$, so

$$\frac{dp}{d\phi}=q\int g_v f'\,dE=-\frac{q}{kT}\int g_v f(1-f)\,dE<0 .$$

Dopants follow the same pattern. With degeneracy factor $g_A$,

$$N_A^-=\frac{N_A}{1+g_A e^{(E_A-q\phi-E_F)/kT}},\qquad \frac{dN_A^-}{d\phi}=\frac{q}{kT}N_A^-\Big(1-\frac{N_A^-}{N_A}\Big)\ge0 .$$

For donors, $N_D^+=N_D/(1+g_De^{(E_F-E_D+q\phi)/kT})$ decreases with $\phi$, because the exponential in its denominator grows. Therefore

$$\rho=q(p-n+N_D^+-N_A^-)\quad\Rightarrow\quad \frac{\partial\rho}{\partial\phi}\le0 .$$

In the dilute limit $f\ll1$ the factor $1-f$ tends to one and $dn/d\phi=qn/kT$, the Boltzmann result. Fully ionized dopants and fixed oxide charge do not depend on $\phi$, which the assumption allows.

## 4. The functional reproduces Poisson's equation

Change $\phi$ to $\phi+t\eta$, where $\eta$ is bounded, has finite field energy and vanishes on $\Gamma_D$. Differentiating (3) at $t=0$ and using (2),

$$\delta F=\int_\Omega(\varepsilon\nabla\phi\cdot\nabla\eta-\rho\,\eta)\,dV-\int_{\Gamma_N}\sigma\eta\,dA. \tag{4}$$

For a smooth $\phi$, integration by parts gives

$$\delta F=\int_\Omega\big[-\nabla\cdot(\varepsilon\nabla\phi)-\rho\big]\eta\,dV+\int_{\Gamma_N}\Big(\varepsilon\frac{\partial\phi}{\partial n}-\sigma\Big)\eta\,dA .$$

This vanishes for every $\eta$ precisely when (1) and the flux condition hold. Where $\varepsilon$ jumps, as at the oxide interface, $\delta F=0$ is the weak form of the problem and includes continuity of the normal displacement. "Solution" means below that $\delta F=0$ for all admissible $\eta$.

## 5. Convexity

If $\rho$ is differentiable in $\phi$, a second derivative in $t$ gives

$$\delta^2F=\int_\Omega\Big[\varepsilon|\nabla\eta|^2+\Big(-\frac{\partial\rho}{\partial\phi}\Big)\eta^2\Big]dV\ \ge\ \int_\Omega\varepsilon|\nabla\eta|^2\,dV .$$

The first term is the stiffness of the field, the second the screening response of the charge. Both resist a change of potential.

The same conclusion follows without differentiating $\rho$. Take $s<t$ and $m=(s+t)/2$. Because $-\rho$ never decreases,

$$G(m)-G(s)=\int_s^m(-\rho)\,d\phi\le-(m-s)\rho(m)\le\int_m^t(-\rho)\,d\phi=G(t)-G(m),$$

where the middle step uses $m-s=t-m$. Hence $G(m)\le\frac12[G(s)+G(t)]$. For the field term,

$$\Big|\frac{A+B}{2}\Big|^2=\frac{|A|^2+|B|^2}{2}-\frac{|A-B|^2}{4}.$$

Multiply by $\varepsilon/2$, set $A=\nabla a$ and $B=\nabla b$, and integrate. The boundary term in (3) is linear and equals its own average. So, for two admissible potentials,

$$F\Big[\frac{a+b}{2}\Big]\le\frac{F[a]+F[b]}{2}-\frac18\int_\Omega\varepsilon|\nabla(a-b)|^2dV. \tag{5}$$

The last integral vanishes only if $a-b$ is constant, and the common values on $\Gamma_D$ make that constant zero. The convexity is therefore strict.

The sign convention matters. The functional $-F$ has the same stationary point but is concave, and there the solution is a maximum.

## 6. Uniqueness

Let $a$ and $b$ both be solutions and $\delta=a-b$. Since $\delta=0$ on $\Gamma_D$, it may serve as $\eta$ in (4). Write $\delta F=0$ for $a$ and for $b$ and subtract. The $\sigma$ terms cancel:

$$\int_\Omega\varepsilon|\nabla\delta|^2dV=\int_\Omega[\rho(x,a)-\rho(x,b)]\,(a-b)\,dV\le0. \tag{6}$$

The right side is not positive because the two factors never have the same sign. The left side is not negative. Both are zero, so $\nabla\delta=0$, $\delta$ is constant in the connected region, and $\Gamma_D$ fixes it to zero. Thus $a=b$.

**No contact at all.** If $\Gamma_D$ is absent, (6) still gives $a=b+c$ with constant $c$. The integrand on the right must then vanish, so for $c\ne0$ we need $\rho(x,b+c)=\rho(x,b)$ almost everywhere. A region of positive volume in which $\rho$ strictly decreases, such as a semiconductor with mobile carriers, excludes this. In a pure insulator with fixed charge the constant remains free.

## 7. The minimum, and a bound on the error

Let $\phi$ be the solution, $\psi$ another admissible potential and $\delta=\psi-\phi$. Monotonicity of $-\rho$ gives the tangent inequality

$$G(\psi)-G(\phi)=\int_\phi^\psi(-\rho)\,ds\ \ge\ -\rho(\phi)\,\delta .$$

For $\psi>\phi$ the integrand is at least $-\rho(\phi)$. For $\psi<\phi$ it is at most $-\rho(\phi)$, but the integral runs backwards, which restores the inequality. Expanding the square in $F$,

$$F[\psi]-F[\phi]\ge\frac12\int\varepsilon|\nabla\delta|^2dV+\Big\{\int(\varepsilon\nabla\phi\cdot\nabla\delta-\rho(\phi)\delta)\,dV-\int_{\Gamma_N}\sigma\delta\,dA\Big\}.$$

The brace is (4) with $\eta=\delta$, hence zero:

$$F[\psi]-F[\phi]\ge\frac12\int_\Omega\varepsilon|\nabla(\psi-\phi)|^2dV. \tag{7}$$

In one dimension, with both ends fixed and $F$ taken per unit area, this controls the potential itself. Let $r(x)$ be the integral of $1/\varepsilon$ from the left end to $x$, and $R$ its value over the whole stack. Let $K_1$ and $K_2$ be the integrals of $\varepsilon\delta'^2$ to the left and right of $x$. Cauchy–Schwarz from each end gives $\delta(x)^2\le rK_1$ and $\delta(x)^2\le(R-r)K_2$. Therefore

$$K_1+K_2\ge\delta^2\Big(\frac1r+\frac1{R-r}\Big)=\frac{R\,\delta^2}{r(R-r)}\ge\frac{4\delta^2}{R},$$

since $r(R-r)\le R^2/4$. With $K_1+K_2\le2(F[\psi]-F[\phi])$ from (7),

$$\max|\psi-\phi|^2\le\frac R2\,\big(F[\psi]-F[\phi]\big). \tag{8}$$

## 8. The discrete problem

On a one-dimensional grid of spacing $h$, let $w_i$ be the length of semiconductor assigned to node $i$. The discrete functional is

$$F_h=\sum_i\frac{\varepsilon_{i+1/2}}{2h}(\phi_{i+1}-\phi_i)^2+\sum_iw_iG(\phi_i),$$

with both end values fixed. Let $\rho$ have a continuous derivative in $\phi$, as the statistics of Section 3 do. The Hessian $H$ of $F_h$ then satisfies, for any $v\neq0$ vanishing at the ends,

$$v^THv=\sum_i\frac{\varepsilon_{i+1/2}}{h}(v_{i+1}-v_i)^2+\sum_iw_i\Big(-\frac{\partial\rho}{\partial\phi}\Big)_iv_i^2>0 .$$

Here existence follows as well. The tangent inequality at zero gives $G(\phi_i)\ge G(0)-\rho(0)\phi_i$, so $F_h$ is bounded below by a growing quadratic form plus linear terms. It tends to infinity in every direction, its minimum is attained, and strict convexity allows only one. For the continuum problem, convexity by itself gives uniqueness, not existence.

Newton's step $d=-H^{-1}g$, with $g$ the gradient of $F_h$, obeys $g\cdot d=-g^TH^{-1}g<0$ wherever $g\ne0$, so it points downhill. If the full step does not lower $F_h$ sufficiently, it is halved until it does. The iterates stay in a bounded set, where the eigenvalues of $H$ lie between positive limits. The accepted step fractions then have a positive lower limit, each step lowers $F_h$ by at least a fixed multiple of $|g|^2$, and $g\to0$ from any start.

## 9. Worked example: a MOS capacitor

The model has round parameters: temperature 300 K, 2 nm of oxide with relative permittivity 4, and 100 nm of p-type semiconductor with relative permittivity 12. The gap is 1.10 eV and each band has an effective density of states of $2\times10^{19}$ cm$^{-3}$. There are $10^{18}$ cm$^{-3}$ acceptors, 0.05 eV above the valence band, with $g_A=4$. The potential is zero where midgap lies at the Fermi level. The gate is 2 V above flat band.

**Bulk.** Neutrality gives $\phi_b=-0.4579$ V with 56% of the acceptors ionized, so partial ionization matters here.

**Different starts.** Newton's method was started from a linear ramp, the bulk value, constants of $+1.5$ V and $-1.5$ V, and random values between these. It needed 8 to 17 steps. The other four results differ from the first by no more than about $2\times10^{-16}$ V, which is rounding error. This illustrates uniqueness; the proof is (6).

**An independent equation.** In a deep semiconductor (1) reads $\varepsilon_s\phi''=dG/d\phi$. Multiplying by $\phi'$ shows that $\varepsilon_s\phi'^2/2-G$ is constant. Deep inside, $\phi'\to0$ and $\phi\to\phi_b$, so

$$\frac{\varepsilon_s}{2}\phi'^2=G(\phi)-G(\phi_b).$$

The oxide holds no charge, so its field is uniform, and continuity of displacement makes its voltage drop $t_{ox}\varepsilon_s|\phi'_s|/\varepsilon_{ox}$. Adding the band bending,

$$\phi_s-\phi_b+\frac{t_{ox}}{\varepsilon_{ox}}\sqrt{2\varepsilon_s[G(\phi_s)-G(\phi_b)]}=V_G. \tag{9}$$

Above $\phi_b$ the charge is negative, so $G$ increases and so does the left side. It is zero at $\phi_s=\phi_b$ and exceeds $V_G$ at $\phi_s=\phi_b+V_G$: there is one root.

Equation (9) gives $\phi_s=0.64880$ V. The grid solutions give 0.64851 V at 0.10 nm spacing and 0.64873 V at 0.05 nm. Relative to (9) the errors are $-0.284$ mV and $-0.071$ mV, a ratio of 3.98, as expected for an error proportional to $h^2$.

**Charge and voltage.** On the 0.10 nm grid the band bending is $0.6485+0.4579=1.1064$ V and the oxide drop is 0.8936 V, together 2.0000 V. The semiconductor holds $6.180\times10^{12}$ electrons per cm² and $3.697\times10^{12}$ ionized acceptors per cm² not compensated by holes. Their sum, $9.877\times10^{12}$ cm$^{-2}$, times $q$ is 1.58 µC/cm², equal to the gate charge. The last digit carries grid error: as the spacing goes to zero the electron sheet density falls to $6.177\times10^{12}$ cm$^{-2}$ and the sum to $9.874\times10^{12}$ cm$^{-2}$.

The surface electron density is $1.221\times10^{20}$ cm$^{-3}$ on this grid ($1.225\times10^{20}$ as the spacing goes to zero), six times the effective density of states, so the electrons are degenerate. At the same potential the Boltzmann formula would give $2\times10^{19}\,e^{(0.6485-0.55)/0.02585}\approx9\times10^{20}$ cm$^{-3}$. Solved self-consistently at the same gate voltage, Boltzmann statistics lower the surface potential to 0.617 V and give $2.6\times10^{20}$ cm$^{-3}$, about twice the Fermi–Dirac value. Both statistics are monotone, and each has its own unique solution.

These densities belong to the classical local model and are not a prediction for a real device. The field at the semiconductor surface is about 1.5 MV/cm, strong enough to confine electrons on a nanometre scale. Their wavefunctions then nearly vanish at the oxide, so the true density there is far lower and peaks deeper inside. The surface potential and the division of charge between electrons and acceptors change as well. Describing this requires a Schrödinger–Poisson calculation, which lies outside the theorem (Section 11). The model also ignores gate current. Through 2 nm of silicon dioxide at 4.5 MV/cm, direct tunnelling removes electrons much faster than thermal generation supplies them, so a single Fermi level in the semiconductor presumes an electron source, such as the source and drain of a transistor.

**The error bound.** Add to the solution half a sine wave of amplitude 20 mV across the whole stack. The functional rises by 32.73 µJ/m². With

$$R=\frac{1}{\varepsilon_0}\Big(\frac{2}{4}+\frac{100}{12}\Big)\text{nm}\approx998\ \text{m}^2/\text{F},$$

the bound (8) is $\sqrt{998\times32.73\times10^{-6}/2}\approx0.128$ V, against an actual 0.020 V. The bound is safe but loose, and the numbers show why. Only 1.00 µJ/m² of the rise is field energy of the perturbation; the rest is the charge response discarded in (7). The field part alone would have given 22 mV.

## 10. What happens when monotonicity is lost

Reverse the sign of the charge response in a dimensionless model:

$$\phi''=-e^\phi,\qquad\phi(0)=\phi(1)=0 .$$

Now $\rho=e^\phi$ increases with $\phi$, the right side of (6) is positive for $a\neq b$, and the proof stops. Two solutions do exist. Any solution is strictly concave, so it has one maximum $\phi_m$ at some $x_0$ inside the interval. Try

$$\phi=\phi_m-2\ln\cosh[k(x-x_0)].$$

Then $\phi''=-2k^2/\cosh^2[k(x-x_0)]$ and $e^\phi=e^{\phi_m}/\cosh^2[k(x-x_0)]$, so the equation requires $2k^2=e^{\phi_m}$. Value and slope at $x_0$ determine the solution, so this form covers every case. Equal end values require $x_0=\frac12$, and zero end values require $\phi_m=2\ln\cosh(k/2)$. With $\theta=2k$ these conditions combine to

$$\theta=\sqrt2\cosh(\theta/4).$$

The difference $\theta-\sqrt2\cosh(\theta/4)$ is strictly concave, negative at $\theta=0$ and at large $\theta$, and positive at $\theta=3$. It has exactly two roots, $\theta=1.517$ and $10.939$. The midpoint potentials are 0.141 and 4.091. Shooting from $x=0$ finds the same two solutions, with initial slopes 0.549 and 10.847. For the monotone sign, $\phi''=e^\phi$, it finds one, with slope $-0.464$.

Monotonicity is sufficient, not necessary. Let $\rho=\kappa\phi$ with $\kappa>0$ and constant $\varepsilon$ on an interval of length $L$ with fixed ends. Then (6) reads $\varepsilon\int\delta'^2dx=\kappa\int\delta^2dx$. Expanding $\delta$ in sines $\sin(j\pi x/L)$ shows $\int\delta^2dx\le(L/\pi)^2\int\delta'^2dx$, so $\delta=0$ whenever $\kappa<\varepsilon(\pi/L)^2$. At equality uniqueness can fail: with both ends held at zero, every multiple of $\sin(\pi x/L)$ is a solution. A weakly destabilizing charge is held in check by the stiffness of the field.

## 11. Where the theorem does not apply

In the coupled drift-diffusion equations the quasi-Fermi levels are unknowns too. Two solutions may then have different levels, $\rho$ is no longer the same function of $\phi$ for both, and the sign in (6) is not controlled. The theorem covers each Poisson solve at given levels, not the coupled system.

In a Schrödinger–Poisson calculation the density at one point depends on the potential everywhere through the wavefunctions. The pointwise argument in (6) is then unavailable, and uniqueness needs a separate proof.

Section 3 assumes rigid bands. If the band edges shift with the carrier density, through exchange or band-gap narrowing, monotonicity must be checked again. A first-order exchange estimate for a single band with the effective density of states (at 300 K) and the permittivity of Section 9 preserves it at 300 K and loses it at 50 K.

The permittivity is assumed independent of the field. With a ferroelectric gate insulator the field energy is no longer convex, and one gate voltage can admit several surface potentials.

## Computed results

```
temperature: 300 K; thermal voltage: 25.852 mV
band gap: 1.10 eV; acceptor depth: 0.05 eV
effective density of states, each band: 2.0e+19 cm^-3
acceptor density: 1.0e+18 cm^-3; degeneracy factor: 4
relative permittivity: oxide 4, semiconductor 12
thickness: oxide 2 nm, semiconductor 100 nm
gate voltage from flat band: 2.00 V
grid spacing: 0.10 nm; nodes: 1021
bulk potential: -0.45785 V
ionized acceptor fraction in bulk: 0.5607
smallest convexity margin / field term, 20 pairs: 74.028
Newton steps from linear ramp: 13
Newton steps from bulk value: 8
Newton steps from constant +1.5 V: 17
Newton steps from constant -1.5 V: 14
Newton steps from random in +-1.5 V: 12
largest difference between the five solutions: 2.2e-16 V
surface potential, grid 0.10 nm: 0.648513 V
surface potential, grid 0.05 nm: 0.648726 V
surface potential, scalar equation: 0.648797 V
grid errors: -0.2843 mV and -0.0714 mV; ratio 3.98
band bending (scalar equation): 1.1067 V
oxide voltage drop (0.10 nm grid): 0.8936 V
potential at depth 1 nm: 0.5533 V
potential at depth 5 nm: 0.3421 V
potential at depth 20 nm: -0.2113 V
potential at depth 40 nm: -0.4480 V
surface electron density: 1.221e+20 cm^-3
electron sheet density: 6.1803e+12 cm^-2
ionized acceptors minus holes, sheet: 3.6967e+12 cm^-2
gate charge: 1.5825 microcoulomb/cm^2
trial perturbation amplitude: 20.0 mV
functional gap of trial: 32.7316 microjoule/m^2
field part of the gap: 1.0012 microjoule/m^2
trial error: actual 20.00 mV, bound 127.78 mV
monotone sign: solutions found 1, initial slope -0.46363 (dimensionless)
reversed sign: solutions found 2 (dimensionless)
  theta 1.51716, initial slope 0.54935, midpoint value 0.14054
  theta 10.93870, initial slope 10.84690, midpoint value 4.09147
```
